# Why the Two Si–H Stretches of a Silicon Dihydride Lie Close Together: a numerical check

```python
"""Splitting of the two Si-H stretches of a silicon dihydride group.

Result under test, for two bonds sharing one silicon atom:
  w_sym^2  = (f + frr) * (1/m + (1 + cos(theta))/M)
  w_anti^2 = (f - frr) * (1/m + (1 - cos(theta))/M)
f: bond force constant (N/m); frr: potential coupling of the bonds (N/m);
m, M: masses of hydrogen and silicon (u); theta: H-Si-H angle.
For frr = 0 the splitting w_anti - w_sym is close to
  -w0 * (m/M) * cos(theta) / (1 + m/M),  w0^2 = f * (1/m + 1/M).
Lengths are in angstrom, frequencies are wavenumbers in 1/cm.
"""
import numpy as np
import mpmath
from scipy import constants as const
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, mp

U = const.atomic_mass
HARTREE = const.physical_constants["Hartree energy"][0]
BOHR = const.physical_constants["Bohr radius"][0]
M_H = (const.m_p + const.m_e) / U
M_D = (const.physical_constants["deuteron mass"][0] + const.m_e) / U
M_SI = 27.977          # silicon-28, u
M_C = 12.0             # carbon-12, u
FIXED = 1.0e9          # mass that holds an atom in place, u
TET = np.arccos(-1.0 / 3.0)
F_BOND = 255.0         # N/m
R_SIH, R_SISI = 1.48, 2.35


def wavenumber(eigenvalue):
    """Convert an eigenvalue in (N/m)/u to 1/cm."""
    return np.sqrt(np.maximum(eigenvalue, 0) / U) / (200 * np.pi * const.c)


def closed_form(f, frr, m, big_m, theta):
    c = np.cos(theta)
    sym = (f + frr) * (1 / m + (1 + c) / big_m)
    anti = (f - frr) * (1 / m + (1 - c) / big_m)
    return wavenumber(sym), wavenumber(anti)


def directions(theta):
    """Two H directions and two back-bond directions at the silicon atom."""
    s, c = np.sin(theta / 2), np.cos(theta / 2)
    st, ct = np.sin(TET / 2), np.cos(TET / 2)
    return np.array([[0, s, c], [0, -s, c], [st, 0, -ct], [-st, 0, -ct]])


def length(i, j):
    return lambda x: np.linalg.norm(x[i] - x[j])


def angle(i, j):
    """Angle between atoms i and j seen from atom 0."""
    def value(x):
        a, b = x[i] - x[0], x[j] - x[0]
        return np.arccos(a @ b / np.linalg.norm(a) / np.linalg.norm(b))
    return value


def gradient(func, x, step=1e-4):
    g = np.zeros(x.size)
    for k in range(x.size):
        d = np.zeros(x.size)
        d[k] = step
        d = d.reshape(x.shape)
        g[k] = (func(x + d) - func(x - d)) / (2 * step)
    return g


def analyse(hessian, masses, g1, g2):
    """Symmetric and antisymmetric stretch, silicon energy shares, all modes."""
    root = np.sqrt(np.repeat(masses, 3))
    lam, vec = np.linalg.eigh(hessian / np.outer(root, root))
    found = []
    for k in (-1, -2):
        move = vec[:, k] / root
        phase = (g1 @ move) * (g2 @ move)
        found.append((phase, wavenumber(lam[k]), np.sum(vec[:3, k] ** 2)))
    found.sort(key=lambda item: -item[0])
    return (found[0][1], found[1][1], found[0][2], found[1][2],
            wavenumber(lam))


def spring_modes(x, masses, springs, frr=0.0):
    """Normal modes for springs (constant, coordinate); first two are Si-H."""
    grads = [gradient(func, x) for _, func in springs]
    h = sum(k * np.outer(g, g) for (k, _), g in zip(springs, grads))
    g1, g2 = grads[:2]
    h = h + frr * (np.outer(g1, g2) + np.outer(g2, g1))
    return analyse(h, masses, g1, g2)


def free_group(f, frr, m, big_m, theta):
    x = np.vstack([np.zeros(3), R_SIH * directions(theta)[:2]])
    springs = [(f, length(0, 1)), (f, length(0, 2))]
    return spring_modes(x, np.array([big_m, m, m]), springs, frr)


# Cartesian normal modes against the closed form
for degrees in (70, 90, 105, 109.47, 125):
    for m, big_m in ((M_H, M_SI), (M_D, M_SI), (M_H, M_C)):
        for frr in (0.0, 4.0, -4.0):
            th = np.radians(degrees)
            got = free_group(F_BOND, frr, m, big_m, th)[:2]
            want = closed_form(F_BOND, frr, m, big_m, th)
            assert np.allclose(got, want, rtol=0, atol=1e-3)

sym, anti, share_s, share_a, _ = free_group(F_BOND, 0, M_H, M_SI, TET)
split = anti - sym
ratio = M_H / M_SI
w0 = wavenumber(F_BOND * (1 / M_H + 1 / M_SI))
split_approx = -w0 * ratio * np.cos(TET) / (1 + ratio)
assert abs(split_approx / split - 1) < 1e-4
for share, sign in ((share_s, 1), (share_a, -1)):
    recoil = ratio * (1 + sign * np.cos(TET))
    assert abs(share - recoil / (1 + recoil)) < 1e-6


def splitting(m, big_m, theta):
    result = free_group(F_BOND, 0, m, big_m, theta)
    return result[1] - result[0]


split_90 = splitting(M_H, M_SI, np.pi / 2)
split_70 = splitting(M_H, M_SI, np.radians(70))
split_clamped = splitting(M_H, FIXED, TET)
assert abs(split_90) < 1e-3 and split_70 < 0 and abs(split_clamped) < 1e-3

# Back bonds: silicon tied to two lattice atoms
K_BACK = 140.0                     # N/m, rough
K_HSIH, K_HSISI = 45.0, 35.0       # (N/m) angstrom^2 per rad^2, rough
dirs = directions(TET)
cluster = np.vstack([np.zeros(3), R_SIH * dirs[:2], R_SISI * dirs[2:]])
bonds = [(F_BOND, length(0, 1)), (F_BOND, length(0, 2)),
         (K_BACK, length(0, 3)), (K_BACK, length(0, 4))]
bends = [(K_HSIH, angle(1, 2))] + [(K_HSISI, angle(i, j))
                                   for i in (1, 2) for j in (3, 4)]
held = np.array([M_SI, M_H, M_H, FIXED, FIXED])
loose = np.array([M_SI, M_H, M_H, M_SI, M_SI])
tied = spring_modes(cluster, held, bonds)
lam = F_BOND / M_H
for _ in range(50):
    m_eff = M_SI - (2 * K_BACK / 3) / lam
    lam = F_BOND * (1 / M_H + (1 + np.cos(TET)) / m_eff)
assert abs(tied[0] - wavenumber(lam)) < 1e-3
assert abs(tied[1] - anti) < 1e-3
full_held = spring_modes(cluster, held, bonds + bends)
full_loose = spring_modes(cluster, loose, bonds + bends)
split_held = full_held[1] - full_held[0]
split_loose = full_loose[1] - full_loose[0]
assert abs(split_held - split) < 3 and abs(split_loose - split) < 3

# Quantum levels of two bonds coupled through their momenta
DEPTH = 4.0                        # Morse depth, eV, rough


def quantum_fundamentals(potential, n_states=12):
    q = np.arange(-1.2, 2.0, 0.025) * 1e-10
    dx = q[1] - q[0]
    diff = np.subtract.outer(np.arange(q.size), np.arange(q.size))
    safe = np.where(diff == 0, 1, diff)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    first = np.where(diff == 0, 0, sign / safe) / dx
    second = np.where(diff == 0, np.pi ** 2 / 3, 2 * sign / safe ** 2) / dx**2
    inverse_mass = (1 / M_H + 1 / M_SI) / U
    h1 = const.hbar ** 2 * inverse_mass / 2 * second + np.diag(potential(q))
    unit = const.h * const.c * 100
    energy, states = np.linalg.eigh(h1 / unit)
    energy, states = energy[:n_states], states[:, :n_states]
    d = states.T @ first @ states
    one = np.eye(n_states)
    h2 = np.kron(np.diag(energy), one) + np.kron(one, np.diag(energy))
    h2 -= const.hbar**2 * np.cos(TET) / (M_SI * U) / unit * np.kron(d, d)
    level, vec = np.linalg.eigh(h2)
    pair = []
    for k in (1, 2):
        v = vec[:, k].reshape(n_states, n_states)
        pair.append((np.sum(v * v.T), level[k] - level[0]))
    pair.sort(key=lambda item: -item[0])
    return pair[0][1], pair[1][1]


depth_j = DEPTH * const.e
steep = np.sqrt(F_BOND / (2 * depth_j))
harm_q = quantum_fundamentals(lambda q: F_BOND * q ** 2 / 2)
morse_q = quantum_fundamentals(
    lambda q: depth_j * (1 - np.exp(-steep * q)) ** 2)
assert np.allclose(harm_q, (sym, anti), rtol=0, atol=0.02)
split_morse = morse_q[1] - morse_q[0]


# Electronic-structure force constants
def run_hf(atoms):
    mol = gto.M(atom=atoms, basis="6-31g*", unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    return mf


def silane(q1=0.0, q2=0.0, r=R_SIH):
    lengths = (r + q1, r + q2, r, r)
    return [("Si", (0, 0, 0))] + [("H", tuple(a * e))
                                  for a, e in zip(lengths, dirs)]


def trisilane(q1=0.0, q2=0.0):
    atoms = [("Si", (0, 0, 0)), ("H", tuple((R_SIH + q1) * dirs[0])),
             ("H", tuple((R_SIH + q2) * dirs[1]))]
    for k in (2, 3):
        centre = R_SISI * dirs[k]
        atoms.append(("Si", tuple(centre)))
        for j in range(4):
            if j != k:
                atoms.append(("H", tuple(centre - R_SIH * dirs[j])))
    return atoms


STEP = 0.03                        # bond displacement, angstrom


def bond_constants(energies):
    """f and frr in N/m from energies (0,0), (+,+), (-,-), (+,-)."""
    e0, pp, mm, pm = energies
    scale = HARTREE / 1e-20 / (2 * STEP ** 2)
    plus = (pp + mm - 2 * e0) * scale
    minus = (2 * pm - 2 * e0) * scale
    return (plus + minus) / 2, (plus - minus) / 2


moves = ((0, 0), (STEP, STEP), (-STEP, -STEP), (STEP, -STEP))
r_eq = minimize_scalar(lambda r: run_hf(silane(r=r)).e_tot,
                       bounds=(1.42, 1.54), method="bounded",
                       options={"xatol": 1e-5}).x
block = run_hf(silane(r=r_eq)).Hessian().kernel()
hess = block.transpose(0, 2, 1, 3).reshape(15, 15) * HARTREE / BOHR ** 2
f_hf = dirs[0] @ hess[3:6, 3:6] @ dirs[0]
frr_hf = dirs[0] @ hess[3:6, 6:9] @ dirs[1]
f_fd, frr_fd = bond_constants(
    [run_hf(silane(a, b, r_eq)).e_tot for a, b in moves])
assert abs(f_fd / f_hf - 1) < 0.005 and abs(frr_fd - frr_hf) < 0.15

# Silane with two hydrogens given the mass of silicon: all forces included
g1, g2 = np.zeros(15), np.zeros(15)
g1[:3], g1[3:6] = -dirs[0], dirs[0]
g2[:3], g2[6:9] = -dirs[1], dirs[1]
real_split, model_split = [], []
for centre_mass in (M_SI, FIXED):
    mass = np.array([centre_mass, M_H, M_H, M_SI, M_SI])
    res = analyse(hess, mass, g1, g2)
    real_split.append(res[1] - res[0])
    low, high = closed_form(f_hf, frr_hf, M_H, centre_mass, TET)
    model_split.append(high - low)
recoil_real = real_split[0] - real_split[1]
recoil_model = model_split[0] - model_split[1]
# bending forces, absent from the closed form, mix in by a few 1/cm
assert abs(real_split[0] - model_split[0]) < 5
assert abs(recoil_real - recoil_model) < 5

# Trisilane: potential coupling and dipole derivatives of the central SiH2
energies, dipoles = [], []
for a, b in moves:
    mf = run_hf(trisilane(a, b))
    dipoles.append(mf.dip_moment(unit="AU", verbose=0) * BOHR * 1e10)
    energies.append(mp.MP2(mf, frozen=15).run(verbose=0).e_tot)
f_mp2, frr_mp2 = bond_constants(energies)
coupling = frr_mp2 / f_mp2
assert abs(coupling) < 0.03
sym_c, anti_c = closed_form(F_BOND, coupling * F_BOND, M_H, M_SI, TET)
split_c = anti_c - sym_c
assert abs(split_c - (split_approx - w0 * coupling)) < 0.2

# Dipole coupling in a full square layer, all groups in phase
z_s = (dipoles[1][2] - dipoles[2][2]) / (2 * np.sqrt(2) * STEP)
z_a = dipoles[3][1] / (np.sqrt(2) * STEP)
CELL = 3.84                        # spacing of groups, angstrom
n = np.arange(-300, 301)
r2 = (n[:, None] ** 2 + n[None, :] ** 2).astype(float)
inside = (r2 > 0) & (r2 <= 300 ** 2)
lattice = np.sum(r2[inside] ** -1.5) + 2 * np.pi / 300
exact_sum = float(4 * mpmath.zeta(1.5) * (mpmath.zeta(1.5, 0.25)
                                          - mpmath.zeta(1.5, 0.75)) / 8)
assert abs(lattice - exact_sum) < 1e-3
field = const.e**2 / (4 * np.pi * const.epsilon_0) * lattice
field /= (CELL * 1e-10) ** 3
shift_s = w0 / 2 * z_s ** 2 * field / F_BOND
shift_a = -w0 / 4 * z_a ** 2 * field / F_BOND
population = np.exp(-const.h * const.c * 100 * w0 / (const.k * 300))


def show(label, value, unit="", digits=2):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("H mass", M_H, "u", 4)
show("Si mass", M_SI, "u", 3)
show("mass ratio H/Si", ratio, "", 5)
show("H-Si-H angle", np.degrees(TET), "degrees")
show("bond force constant f", F_BOND, "N/m", 0)
show("uncoupled stretch w0", w0, "1/cm")
show("symmetric stretch, frr=0", sym, "1/cm")
show("antisymmetric stretch, frr=0", anti, "1/cm")
show("kinetic splitting", split, "1/cm")
show("kinetic splitting, first-order formula", split_approx, "1/cm")
show("kinetic splitting / w0", 100 * split / w0, "percent", 3)
show("kinetic splitting", split * const.h * const.c * 1e5 / const.e, "meV", 3)
show("Si share of kinetic energy, symmetric", 100 * share_s, "percent")
show("Si share of kinetic energy, antisymmetric", 100 * share_a, "percent")
show("kinetic splitting at 70 degrees", split_70, "1/cm")
show("kinetic splitting at 90 degrees", abs(split_90), "1/cm")
show("kinetic splitting at 105 degrees",
     splitting(M_H, M_SI, np.radians(105)), "1/cm")
show("kinetic splitting, Si held still", abs(split_clamped), "1/cm")
show("kinetic splitting, deuterium", splitting(M_D, M_SI, TET), "1/cm")
show("kinetic splitting, central mass 12 u", splitting(M_H, M_C, TET), "1/cm")
show("back-bond stiffness", K_BACK, "N/m", 0)
show("H-Si-H bend constant", K_HSIH / 100, "aJ/rad^2")
show("H-Si-Si bend constant", K_HSISI / 100, "aJ/rad^2")
show("symmetric shift from back bonds alone", tied[0] - sym, "1/cm", 3)
show("highest bend in spring cluster", full_held[4][-3], "1/cm", 0)
show("splitting with bends, back atoms fixed", split_held, "1/cm")
show("splitting with bends, back atoms free", split_loose, "1/cm")
show("Morse depth", DEPTH, "eV", 1)
show("Morse symmetric fundamental", morse_q[0], "1/cm")
show("Morse antisymmetric fundamental", morse_q[1], "1/cm")
show("Morse splitting", split_morse, "1/cm")
show("silane HF bond length", r_eq, "angstrom", 4)
show("silane HF f", f_hf, "N/m")
show("silane HF frr", frr_hf, "N/m", 3)
show("mass-substituted silane splitting, all forces", real_split[0], "1/cm")
show("same, closed form", model_split[0], "1/cm")
show("its recoil part, all forces", recoil_real, "1/cm")
show("its recoil part, closed form", recoil_model, "1/cm")
show("trisilane MP2 f", f_mp2, "N/m")
show("trisilane MP2 frr", frr_mp2, "N/m", 3)
show("trisilane frr/f", 100 * coupling, "percent", 3)
show("first-order splitting change from frr", -w0 * coupling, "1/cm")
show("symmetric stretch with frr", sym_c, "1/cm")
show("antisymmetric stretch with frr", anti_c, "1/cm")
show("splitting with frr", split_c, "1/cm")
show("dipole derivative, symmetric", abs(z_s), "e", 3)
show("dipole derivative, antisymmetric", abs(z_a), "e", 3)
show("group spacing in full layer", CELL, "angstrom")
show("square-lattice dipole sum", lattice, "", 4)
show("layer shift of symmetric stretch", shift_s, "1/cm")
show("layer shift of antisymmetric stretch", shift_a, "1/cm")
show("layer change of splitting", shift_a - shift_s, "1/cm")
print(f"Boltzmann factor of stretch at 300 K: {population:.1e}")
print("no test failed")
```

It prints:

```
H mass: 1.0078 u
Si mass: 27.977 u
mass ratio H/Si: 0.03602
H-Si-H angle: 109.47 degrees
bond force constant f: 255 N/m
uncoupled stretch w0: 2109.29 1/cm
symmetric stretch, frr=0: 2097.03 1/cm
antisymmetric stretch, frr=0: 2121.48 1/cm
kinetic splitting: 24.45 1/cm
kinetic splitting, first-order formula: 24.45 1/cm
kinetic splitting / w0: 1.159 percent
kinetic splitting: 3.031 meV
Si share of kinetic energy, symmetric: 2.35 percent
Si share of kinetic energy, antisymmetric: 4.58 percent
kinetic splitting at 70 degrees: -25.08 1/cm
kinetic splitting at 90 degrees: 0.00 1/cm
kinetic splitting at 105 degrees: 18.98 1/cm
kinetic splitting, Si held still: 0.00 1/cm
kinetic splitting, deuterium: 33.98 1/cm
kinetic splitting, central mass 12 u: 55.73 1/cm
back-bond stiffness: 140 N/m
H-Si-H bend constant: 0.45 aJ/rad^2
H-Si-Si bend constant: 0.35 aJ/rad^2
symmetric shift from back bonds alone: 0.321 1/cm
highest bend in spring cluster: 927 1/cm
splitting with bends, back atoms fixed: 24.19 1/cm
splitting with bends, back atoms free: 24.18 1/cm
Morse depth: 4.0 eV
Morse symmetric fundamental: 2028.68 1/cm
Morse antisymmetric fundamental: 2051.93 1/cm
Morse splitting: 23.25 1/cm
silane HF bond length: 1.4752 angstrom
silane HF f: 326.70 N/m
silane HF frr: 4.192 N/m
mass-substituted silane splitting, all forces: -4.21 1/cm
same, closed form: -2.96 1/cm
its recoil part, all forces: 25.93 1/cm
its recoil part, closed form: 27.13 1/cm
trisilane MP2 f: 313.40 N/m
trisilane MP2 frr: 1.307 N/m
trisilane frr/f: 0.417 percent
first-order splitting change from frr: -8.79 1/cm
symmetric stretch with frr: 2101.40 1/cm
antisymmetric stretch with frr: 2117.06 1/cm
splitting with frr: 15.65 1/cm
dipole derivative, symmetric: 0.392 e
dipole derivative, antisymmetric: 0.421 e
group spacing in full layer: 3.84 angstrom
square-lattice dipole sum: 9.0336
layer shift of symmetric stretch: 23.41 1/cm
layer shift of antisymmetric stretch: -13.46 1/cm
layer change of splitting: -36.87 1/cm
Boltzmann factor of stretch at 300 K: 4.0e-05
no test failed
```
